# Why Slope-Dependent Sputtering Turns Rounded Ridges into Edges and Facets

A silicon surface carries a long, gently rounded ridge. A beam of argon ions falls on it from above and removes atoms everywhere. One might expect such a bombardment to blunt the ridge, since nothing in the beam singles out a line on the surface. Yet if the removal rate depends on slope in the right way, the rounded crest shrinks until two nearly plane faces meet at an edge. The question is how a smooth rule acting on a smooth surface can produce a corner.

## The erosion law

Let $h(x,t)$ be the height of a surface that is uniform along $y$. The beam is vertical, with $J$ ions per unit horizontal area and time. Removal is taken to be local: it depends on the slope $p=h_x$ at the point, and on nothing else. Subscripts $x$ and $t$ denote derivatives.

A face tilted by $\theta$, with $p=\tan\theta$, receives $J\cos\theta$ ions per unit of its own area. If each ion removes $Y(\theta)$ atoms and the solid holds $n$ atoms per volume, the face recedes along its normal at $J\cos\theta\,Y/n$. A plane displaced by $\delta$ along its normal drops by $\delta/\cos\theta$ at fixed $x$. The cosines cancel:
$$h_t=-R(h_x),\qquad R(p)=\frac{J\,Y(\theta)}{n}.$$
The slope dependence of $R$ is therefore that of the yield itself. For the yield I use the Yamamura form,
$$R=V u^{f}e^{-s(u-1)},\quad u=\frac1{\cos\theta}=\sqrt{1+p^2},\quad s=f\cos\theta_m .$$
Here $V$ is the speed of a flat surface. Since $d\ln R/du=f/u-s$, the maximum lies at $u=f/s=1/\cos\theta_m$, so $\theta_m$ is the angle of largest yield.

The first two derivatives of $R$ will decide everything. With $du/dp=p/u$,
$$R'=R\,g,\qquad g=\frac{fp}{u^2}-\frac{sp}{u}.$$
Because $(p/u^2)'=1/u^2-2p^2/u^4$ and $(p/u)'=1/u-p^2/u^3=1/u^3$,
$$R''=R\left[g^2+f\left(\frac1{u^2}-\frac{2p^2}{u^4}\right)-\frac{s}{u^3}\right].$$
At $p=0$ this is $R''(0)=V(f-s)$.

The example takes rough values for 1 keV argon on silicon: $Y(0)=0.7$, $n=50$ atoms/nm³, $f=2$, $\theta_m=70^\circ$ (hence $s=0.684$), and a current density of 0.2 mA/cm², which is 12.48 ions/(nm² s). Then
$$V=\frac{12.48\times0.7}{50}=0.175\ \text{nm/s},$$
and $R''(0)=0.1748\times1.316=0.230$ nm/s. As the slope grows, $R''$ falls and changes sign at $p=1.03$, or about $46^\circ$. Gentle slopes thus lie on a convex part of $R$, and the steeper ones used below on a concave part.

## A slope travels sideways

Differentiate the erosion law with respect to $x$. The chain rule gives
$$p_t+R'(p)\,p_x=0.$$
An observer moving along $x=X(t)$ sees the slope change at the rate $p_t+\dot X p_x$. This vanishes if $\dot X=R'(p)$. Each slope therefore keeps its value and moves along a straight line, a characteristic or ray:
$$x=x_0+R'(p_0(x_0))\,t,$$
where $p_0$ is the initial slope and $x_0$ the foot of the ray. The height seen on the way changes at
$$\frac{dh}{dt}=h_t+h_x\dot X=-R+pR'.$$

No atom moves sideways in this model. To see what does, draw two tangent planes with slopes $p$ and $p+dp$:
$$z=a+px-R(p)t,\qquad z=a+da+(p+dp)x-R(p+dp)t.$$
They meet where $da+x\,dp-R'(p)\,t\,dp=0$, that is, at $x=-da/dp+R'(p)t$. Each plane merely sinks, but at its own speed, and this difference shifts the place where they meet. The lateral speed $R'$ is the motion of an intersection.

In the example a face of slope $0.8$ ($39^\circ$) carries its slope to the right at 0.130 nm/s. A face of slope $-0.2$ carries its slope to the left at 0.045 nm/s. On a ridge the first lies on the left and the second on the right, so the two slopes approach each other.

## One formula for sharpening and flattening

Take two rays with neighbouring feet. Their separation changes by the factor
$$\frac{\partial x}{\partial x_0}=1+R''(p_0)\,p_0'\,t .$$
They carry a fixed difference of slope, so the curvature on the ray is
$$h_{xx}=\frac{p_0'}{1+R''(p_0)\,p_0'\,t}.\qquad (1)$$

If $R''p_0'<0$, the denominator falls and the curvature grows. It first diverges at
$$t_b=-\frac{1}{\min\,[R''(p_0)\,p_0']}.$$
If $R''p_0'>0$, the denominator grows without limit, and $|h_{xx}|<1/(|R''|t)$ however sharply curved the surface was at the start.

The sign of $p_0'$ separates ridges (negative) from valleys (positive). Where $R$ is convex, ridges sharpen and valleys flatten. Where $R$ is concave, the roles are exchanged. If $R=a+bp$ is linear, neither happens: $h=h_0(x-bt)-at$ satisfies the erosion law, and the profile sinks and drifts unchanged. A dependence on slope is thus not enough; the dependence must be nonlinear.

The model ridge has the slope
$$p_0(x)=0.3-0.5\tanh(x/w),\qquad w=100\ \text{nm},$$
which runs from $0.8$ on the left to $-0.2$ on the right. Its derivative is $p_0'=-(0.5/w)(1-\tanh^2(x/w))$, with largest magnitude 0.00500 nm⁻¹ at $x=0$. The rays that cross first do not start there. They start at $x_0=18.5$ nm, where the slope is 0.209: moving from $x=0$ towards smaller slope costs some curvature but gains in $R''$. At this foot $\tanh(x_0/w)=(0.3-0.209)/0.5=0.182$, so $|p_0'|=0.00500\times0.967=0.00483$ nm⁻¹. Since $R''$ is even in $p$, its value at slope $0.2$ is that at $-0.2$, 0.2139 nm/s. This gives
$$t_b\approx\frac1{0.2139\times0.00483}\approx 970\ \text{s},$$
and the full minimization gives 974 s. A flat surface would lose 170 nm in this time, under a dose of $1.2\times10^{18}$ ions/cm².

At $0.6\,t_b$, equation (1) predicts $0.00483/(1-0.6)=0.0121$ nm⁻¹ on the ray that will break first. Direct integration of the height equation on a 1 nm grid gives a largest curvature of 0.0122 nm⁻¹.

Turn the same profile upside down in curvature, so that the slope rises from $-0.2$ to $0.8$ through a valley. Its largest curvature falls from 0.00500 to 0.00193 nm⁻¹ by $2t_b$. A steep valley, with slopes from $1.3$ to $2.1$, lies beyond the inflection of $R$ and does the opposite. Its curvature rises from 0.00400 to 0.00992 nm⁻¹ at 0.6 of its own breaking time of 2735 s. This confirms the exchange of roles within the local model; a real steep valley also receives atoms and reflected ions from its own walls.

## What replaces crossed rays

After $t_b$ several rays reach the same $x$, each with its own slope and height. A surface can have one height there, so a further argument must choose.

A ridge is a concave function, and therefore lies below all its tangent planes. Let each plane sink at the speed of its own slope:
$$z(x,t;x_0)=h_0(x_0)+p_0(x_0)(x-x_0)-R(p_0(x_0))\,t .$$
Add to the erosion law a weak smoothing term,
$$h_t=-R(h_x)+\nu h_{xx},\qquad \nu>0 .$$
A surface that starts below such a plane cannot pass through it. At a first contact the slopes agree, so the erosion speeds agree, while contact from below requires $h_{xx}\le0$, which can only hold the surface back. Hence $h$ stays below every sinking plane, and so below the lowest of them:
$$h(x,t)\le\min_{x_0} z(x,t;x_0).\qquad (2)$$

The right-hand side is also connected with the rays. Its stationary points obey
$$\frac{\partial z}{\partial x_0}=p_0'\,[x-x_0-R'(p_0)t]=0,$$
since the two terms $\pm p_0$ cancel. Each ray through $(x,t)$ is thus one stationary plane. Before $t_b$ there is one ray and the bound is the ray solution. Afterwards the minimum picks one of several. In the limit of weak smoothing the surface fills the bound. Numerically, with $\nu=0.524$ nm²/s, the smoothed ridge at $4t_b$ differs from the envelope by at most 4.1 nm. Halving $\nu$ reduces this to 2.0 nm.

The envelope answers the opening question. Follow the point where the two flank planes meet, and let $c$ be its lateral speed. Seen from this moving point, a plane of slope $p$ drops at the rate $R(p)-cp$. The rate is the same for both flanks, and where $R$ is convex it is smaller for every slope between them. The flank planes cut off the rounded crest from both sides. Where two of them become the lowest together, there is an edge.

## The motion of the edge

Let the slopes beside the edge be $p_L$ and $p_R$. The height at the edge, $x=X(t)$, must change equally as seen from both faces:
$$-R(p_L)+p_L\dot X=-R(p_R)+p_R\dot X,$$
so that
$$\dot X=\frac{R(p_L)-R(p_R)}{p_L-p_R}.\qquad (3)$$
This is the slope of the chord joining two points on the graph of $R$. It equals the average of $R'$ between $p_R$ and $p_L$. Where $R$ is strictly convex, $R'$ increases with $p$, and the average lies between its end values:
$$R'(p_L)>\dot X>R'(p_R).$$
Rays run into the edge from both sides. It consumes the slopes they carry.

For the full flank slopes, (3) gives $(0.2366-0.1793)/1.0=0.057$ nm/s, between $0.130$ and $-0.045$ nm/s. The edge sinks at $0.2366-0.8\times0.057=0.191$ nm/s, faster than the 0.175 nm/s of a flat top. A sharpened crest is therefore not a protected one.

The edge is weak at birth and grows by consumption:

- At $1.2\,t_b$ the slopes beside it are $0.51$ and $-0.05$.
- At $2\,t_b$ they are $0.73$ and $-0.18$.
- At $4\,t_b$ they are $0.796$ and $-0.200$.

By the last time, all rays with feet between $-281$ and $398$ nm have gone into the edge. That stretch contained almost the whole rounding of the ridge. What remains beside the edge is the nearly plane outer flank, and this is the facet. The shock is the edge, a jump of slope; the facet is the plane face next to it.

The flanks must be long enough to supply these rays. If the left flank ended in a flat floor 200 nm from the crest, the slopes of its rounded foot would reach the edge before $4t_b$, and the jump would begin to shrink.

## When the facets do not last

A periodic corrugation shows where this leads. Let the slopes be small, so that $R\approx V+\kappa p^2/2$ with $\kappa=R''(0)$, and let the initial profile be a sinusoid of wavelength $\lambda$. Put $x=0$ at a valley floor. By symmetry the crests stay at $x=\pm\lambda/2$, and edges form there. At late times the surviving rays are those with feet near the valley floor, where $p_0\approx p_0'(0)\,x_0$. Then $x=x_0[1+\kappa p_0'(0)t]$, and
$$p=\frac{p_0'(0)\,x}{1+\kappa p_0'(0)\,t}\;\to\;\frac{x}{\kappa t}.$$
The surface becomes a row of shallow parabolic arcs joined at edges. Its relief approaches
$$\int_0^{\lambda/2}\frac{x}{\kappa t}\,dx=\frac{\lambda^2}{8\kappa t},$$
which no longer depends on the initial amplitude. Under the local law alone, the edges remain corners while the slopes beside them decay as $1/t$. With any smoothing of the form $\nu h_{xx}$, an edge widens as its jump shrinks, and in the end the corners are rounded off. Convex erosion thus sharpens the crests and lowers the whole pattern together. In this regime lasting facets of fixed slope need long plane flanks, or some process outside the model that renews the slope.

## The width of a real edge

Within a few nanometres the removal cannot depend on the local slope alone, since an ion deposits its energy over a finite depth. This finite depth need not by itself smooth the surface; I assume that the net effect of all short-range processes is again a term $\nu h_{xx}$ with $\nu>0$. Differentiation gives $p_t+R'p_x=\nu p_{xx}$. For a steady edge, $p=p(\xi)$ with $\xi=x-\dot Xt$, this becomes $(R'-\dot X)p'=\nu p''$, where a prime on $p$ means $d/d\xi$. One integration from the left face, where $p'=0$, yields
$$\nu p'=R(p)-\left[R(p_L)+\dot X(p-p_L)\right].$$
The bracket is the chord. The slope can fall steadily from $p_L$ to $p_R$ if $R$ lies below its chord throughout, as it does where $R$ is convex. Requiring $p'=0$ on the right face returns (3): smoothing gives the edge a width without changing its speed. The largest curvature is
$$|h_{xx}|_{\max}=\frac{\max(\text{chord}-R)}{\nu}.$$

With a rough ion depth of 3 nm, a natural size for the coefficient is $\nu\sim V\times3\ \text{nm}=0.524$ nm²/s. At slope $0.3$ the chord is at $(0.2366+0.1793)/2=0.2080$ nm/s and $R=0.1848$ nm/s, which gives 0.044 nm⁻¹. The maximum is 0.0444 nm⁻¹, and direct integration gives 0.0439 nm⁻¹. The slope jump divided by this curvature is a width of about 22 nm, against 200 nm for the initial ridge by the same measure. Sharpening is visible because these lengths are far apart. A ridge whose initial width by this measure is below about 22 nm does not sharpen under this smoothing: it broadens towards that width.

For small slopes, surface diffusion, or viscous flow confined to a thin surface layer, adds a term $-Bh_{xxxx}$ instead. On a flank of $39^\circ$ this form serves only to estimate the width. For a steady edge, integration then gives $R-\dot Xp+Bp'''=\text{const}$. As $p'''$ vanishes on both plane faces, the speed is again (3). To size $B$, suppose that ripples grow at the rate $|\nu|q^2-Bq^4$ for wavenumber $q$. The fastest has $q^2=|\nu|/2B$, so a wavelength $\Lambda=2\pi/q$ implies $B=|\nu|\Lambda^2/8\pi^2$. A rough $\Lambda=30$ nm gives $B=6.0$ nm⁴/s. This sizing borrows a negative $\nu$, that is, an unstable surface, which the model otherwise excludes: with both terms present, ripples would grow by a factor $e$ every $4B/\nu^2\approx87$ s, far less than $t_b$. It fixes only an order of magnitude for $B$. With the $B$ term alone, integration from a ridge of rounding length 20 nm gives an edge 9.5 nm wide that moves at 0.057 nm/s. Close to this edge the slope overshoots both flank values before it settles, reaching about $0.93$ and $-0.31$; the first is not far below the inflection of $R$ at $1.03$. These results concern slopes on the convex part of $R$. If the slopes span its inflection, the kind of smoothing can influence which edges survive, and the envelope alone is not a safe guide.

## The model beside a real surface

The chosen current and energy are ordinary for broad-beam ion etching, and an erosion speed near 10 nm per minute is of a usual size. The yield and its angular dependence are rough. At fixed angular shape, $t_b$ varies as $1/(JY(0))$, so a doubled yield halves the time. The required dose is far above that of dopant implantation: at $10^{16}$ ions/cm², the same yield removes only about 1.4 nm, and a ridge rounded over 100 nm is hardly altered.

The most delicate assumption is a positive $\nu$ independent of slope. Ripples on argon-bombarded silicon, typical of incidence beyond very roughly $50^\circ$, indicate that smoothing can fail there. The steeper flank, at $39^\circ$, is not far from this range. The two smoothing estimates put the edge width at some 10 to 20 nm, but they do not cover such an instability.

Beam divergence is a small correction here: a spread of $3^\circ$ rms in the plane of the profile lowers the edge speed by 0.3 percent, of which about 0.1 is merely the smaller flux that tilted ions bring to a horizontal area. The beam brings 0.20 W/cm²; a wafer that radiates from both sides with emissivity 0.6 into surroundings at 300 K settles at 440 K, so for an uncooled wafer $B$ should be taken for a warm surface. The figure depends on doping and mounting: lightly doped silicon radiates much less at these temperatures, and a fixed emissivity of 0.15 would give about 600 K, while a wafer clamped to a cooled holder stays colder. The concave ridge cannot receive its own sputtered atoms, because a straight line between two of its points runs through the solid. Its foot can, and there the local law needs a redeposition term. The numerical output lists the values used above.

## Table of computed values

```
Ion energy: 1000 eV
Ion current density: 0.2 mA/cm2
Ion flux: 12.48 ions/(nm2 s)
Yield at normal incidence: 0.7 atoms/ion
Atomic density: 50 atoms/nm3
Yamamura exponent f: 2.0; s: 0.684 (no unit)
Angle of largest yield: 70 degrees
Flat-surface erosion speed V: 0.1748 nm/s
Inflection of R: slope 1.029, angle 45.8 degrees
Initial rounding length: 100 nm
Slope 0.8: angle 38.7 degrees, R 0.2366 nm/s, R' 0.1297 nm/s, R'' 0.0574 nm/s
Slope 0.3: angle 16.7 degrees, R 0.1848 nm/s, R' 0.0654 nm/s, R'' 0.1952 nm/s
Slope 0.0: angle 0.0 degrees, R 0.1748 nm/s, R' 0.0000 nm/s, R'' 0.2300 nm/s
Slope -0.2: angle -11.3 degrees, R 0.1793 nm/s, R' -0.0449 nm/s, R'' 0.2139 nm/s
Ridge breaking time: 974 s
First-crossing foot x0: 18.5 nm
Slope at that foot: 0.209
Flat-surface depth removed by then: 170 nm
Ion dose by then: 1.22e+18 ions/cm2
Initial largest |h_xx|, ridge or valley: 0.00500 1/nm
Ridge |h_xx| at 0.6 breaking times: 0.01219 1/nm
Gentle valley |h_xx| at 2 breaking times: 0.00193 1/nm
Steep valley slopes: 1.3 to 2.1
Steep valley breaking time: 2735 s
Steep valley |h_xx|: 0.00400 1/nm at start, 0.00992 1/nm at 0.6 of its breaking time
At 1.2 breaking times: edge x 73.3 nm, slopes 0.509 and -0.050, feet -44 and 87 nm
At 2.0 breaking times: edge x 113.8 nm, slopes 0.730 and -0.179, feet -130 and 192 nm
At 4.0 breaking times: edge x 223.1 nm, slopes 0.796 and -0.200, feet -281 and 398 nm
Edge speed at 2 breaking times: 0.0542 nm/s from motion, 0.0542 nm/s from chord
Final edge speed from flank slopes: 0.0572 nm/s
Rough ion depth: 3 nm; smoothing nu: 0.524 nm2/s
Largest smoothed-envelope gap: 4.10 nm; with half nu: 2.01 nm
Largest gap over 80 nm from edge: 0.046 nm
Edge |h_xx|: 0.0439 1/nm integrated, 0.0444 1/nm formula
Smoothed edge width, slope jump/max|h_xx|: 22.5 nm
Initial width by same measure: 200 nm
Rough ripple wavelength: 30 nm; B: 5.98 nm4/s
Fourth-order edge: speed 0.0572 nm/s, width 9.5 nm
Beam divergence: 3 degrees rms; edge speed change: -0.33 percent
Beam heating: 0.20 W/cm2; emissivity 0.6; ambient 300 K; wafer 440 K
```
